# Spin-orbit correction to the germanium/oxide valence band offset: test program

```python
"""
Result under test: spin-orbit coupling raises the p-like valence top of Ge by
Delta/3, where Delta is the quartet-doublet splitting. With a fixed oxide edge
and fixed potential line-up, the Ge/oxide valence offset grows by Delta/3.

Symbols: zeta = coefficient of L.S; Delta = 3*zeta/2;
offset = Ge valence top minus oxide valence top (positive: Ge is higher).
Energies are in eV, except inside the oxygen-atom calculation (Hartree units).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson, cumulative_trapezoid
from pyscf import gto, scf

rng = np.random.default_rng(7)

# Example inputs: rough typical values for a Ge/alumina gate stack
delta_ge = 0.30
scalar_offset = 3.0
oxide_gap = 6.5
ge_gap = 0.7

# Orbital angular momentum from its differential definition on x, y, z
coords = sp.symbols("x y z", real=True)
L = []
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    matrix = np.zeros((3, 3), dtype=complex)
    for col, f in enumerate(coords):
        image = -sp.I * (coords[i] * sp.diff(f, coords[j])
                         - coords[j] * sp.diff(f, coords[i]))
        for row in range(3):
            matrix[row, col] = complex(sp.diff(image, coords[row]))
    L.append(matrix)
S = [0.5 * np.array([[0, 1], [1, 0]], dtype=complex),
     0.5 * np.array([[0, -1j], [1j, 0]]),
     0.5 * np.array([[1, 0], [0, -1]], dtype=complex)]
LS = sum(np.kron(L[k], S[k]) for k in range(3))


def top(matrix):
    return np.linalg.eigvalsh(matrix)[-1]


# Germanium p level: diagonalization against the derived positions
zeta_ge = 2 * delta_ge / 3
levels = np.linalg.eigvalsh(zeta_ge * LS)
assert np.allclose(levels[:2], -2 * delta_ge / 3, atol=1e-12)
assert np.allclose(levels[2:], delta_ge / 3, atol=1e-12)
ge_rise = levels[-1]
new_offset = scalar_offset + ge_rise

# Two-atom sp3 diamond crystal with round model parameters (eV)
e_s, e_p = -7.5, 0.0
ss, sps, pps, ppp = -1.7, 2.4, 2.8, -0.8
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4


def crystal(k):
    """Spin-free Bloch matrix; k in units of 1/(lattice constant)."""
    hop = np.zeros((4, 4), dtype=complex)
    for d in bonds:
        u = d / np.linalg.norm(d)
        t = np.zeros((4, 4))
        t[0, 0] = ss
        t[0, 1:] = sps * u
        t[1:, 0] = -sps * u
        t[1:, 1:] = (pps - ppp) * np.outer(u, u) + ppp * np.eye(3)
        hop += np.exp(1j * np.dot(k, d)) * t
    onsite = np.diag([e_s, e_p, e_p, e_p])
    return np.block([[onsite, hop], [hop.conj().T, onsite]])


L_sp = [np.pad(m, ((1, 0), (1, 0))) for m in L]
crystal_so = zeta_ge * sum(np.kron(np.kron(np.eye(2), L_sp[k]), S[k])
                           for k in range(3))


def crystal_bands(k):
    h = crystal(k)
    return (np.linalg.eigvalsh(h),
            np.linalg.eigvalsh(np.kron(h, np.eye(2)) + crystal_so))


gamma_scalar, gamma_so = crystal_bands(np.zeros(3))
crystal_rise = gamma_so[7] - gamma_scalar[3]
assert abs(crystal_rise - delta_ge / 3) < 1e-10
samples = rng.uniform(-2 * np.pi, 2 * np.pi, (1200, 3))
samples[:400] *= 0.05
for k in samples:
    scalar_bands, so_bands = crystal_bands(k)
    assert scalar_bands[3] <= gamma_scalar[3] + 1e-10
    assert so_bands[7] <= gamma_so[7] + 1e-10
l_scalar, l_so = crystal_bands(np.pi * np.ones(3))
assert l_scalar[5] - l_scalar[4] > 0.5  # orbitally nondegenerate edge
l_shift = l_so[8] - l_scalar[4]
assert abs(l_shift) < 0.01

# Spin-summed density of an insulating four-atom model: no first-order change
q, _ = np.linalg.qr(rng.normal(size=(12, 12)))
model_energies = np.r_[np.linspace(-4, -3, 6), np.linspace(3, 4, 6)]
model_h = q @ np.diag(model_energies) @ q.T
coupled_atoms = np.diag([1.0, 1.0, 0.0, 0.0])


def populations(zeta):
    h = np.kron(model_h, np.eye(2)) + zeta * np.kron(coupled_atoms, LS)
    vectors = np.linalg.eigh(h)[1][:, :12]
    return np.sum(abs(vectors) ** 2, axis=1).reshape(12, 2).sum(axis=1)


pop0 = populations(0.0)
change1 = np.linalg.norm(populations(0.04) - pop0)
change2 = np.linalg.norm(populations(0.08) - pop0)
density_ratio = change2 / change1
assert change1 > 1e-8
assert abs(density_ratio - 4) < 0.1  # higher orders are small, not zero


# Oxygen 2p coupling from a spherical, fractionally occupied HF atom
def oxygen_coupling(n_s, n_p):
    basis = [[0, [float(a), 1.0]] for a in np.geomspace(0.08, 3e4, n_s)]
    basis += [[1, [float(a), 1.0]] for a in np.geomspace(0.05, 500, n_p)]
    mol = gto.M(atom="O 0 0 0", basis={"O": basis}, verbose=0)
    occupation = np.zeros(mol.nao_nr())
    occupation[:2] = 2
    occupation[2:5] = 4 / 3
    mf = scf.RHF(mol)
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occupation
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    assert np.ptp(mf.mo_energy[2:5]) < 1e-6
    p_orbitals = mf.mo_coeff[:, 2:5]
    integrals = mol.intor("int1e_pnucxp", comp=3)
    blocks = [p_orbitals.T @ m @ p_orbitals for m in integrals]
    nuclear_field = np.sqrt(sum(np.sum(abs(b) ** 2) for b in blocks) / 6)
    r = np.geomspace(1e-5, 40, 5000)
    points = np.column_stack([0 * r, 0 * r, r])
    values = mol.eval_gto("GTOval_sph", points) @ mf.mo_coeff[:, :5]
    radial_sq = 4 * np.pi / 3 * np.sum(values[:, 2:] ** 2, axis=1)
    density = values ** 2 @ occupation[:5]
    enclosed = cumulative_trapezoid(4 * np.pi * r**2 * density, r, initial=0)
    assert abs(simpson(radial_sq * r**2, x=r) - 1) < 1e-4
    assert abs(enclosed[-1] - 8) < 1e-3
    direct = 8 * simpson(radial_sq / r, x=r)
    assert abs(direct / nuclear_field - 1) < 1e-3
    screened = simpson(radial_sq * (8 - enclosed) / r, x=r)
    hartree = const.physical_constants["Hartree energy in eV"][0]
    factor = const.fine_structure**2 / 2 * hartree
    return factor * nuclear_field, factor * screened


small_bare, small_screened = oxygen_coupling(12, 9)
zeta_bare, zeta_screened = oxygen_coupling(16, 12)
basis_shift = zeta_bare - small_bare
screened_basis_shift = zeta_screened - small_screened
assert abs(basis_shift) < 0.02 * zeta_bare
assert abs(screened_basis_shift) < 0.02 * zeta_screened
assert 0 < zeta_screened < zeta_bare

# Bounds on the oxide-edge rise for arbitrary spin-free three-atom matrices
for _ in range(400):
    a = rng.normal(size=(9, 9)) + 1j * rng.normal(size=(9, 9))
    h = 10 ** rng.uniform(-3, 0) * (a + a.conj().T) / 2
    so = zeta_bare * np.kron(np.eye(3), LS)
    rise = top(np.kron(h, np.eye(2)) + so) - top(h)
    assert -1e-11 < rise < zeta_bare / 2 + 1e-11

# Strain along the growth axis: rough deformation data for Ge
shear_potential = -2.5
elastic_ratio = 0.37
in_plane_strain = 0.002
normal_strain = -2 * elastic_ratio * in_plane_strain
strain_energy = 2 * shear_potential * (normal_strain - in_plane_strain)


def strained_rise(w):
    field = w * np.diag([-0.5, -0.5, 1.0])
    return top(np.kron(field, np.eye(2)) + zeta_ge * LS) - top(field)


tensile_rise = strained_rise(strain_energy)
compressive_rise = strained_rise(-strain_energy)
w = strain_energy
formula_top = (-delta_ge / 6 + w / 4
               + 0.5 * np.sqrt(delta_ge**2 + delta_ge * w + 9 * w**2 / 4))
assert abs(tensile_rise - (formula_top - w)) < 1e-12
assert abs(compressive_rise - delta_ge / 3) < 1e-12
assert tensile_rise < delta_ge / 3

# Order-of-magnitude estimates with rough inputs
mixing_distance = 10.0
mixing_shift = ge_rise**2 / mixing_distance
mean_gap = 4.0
lattice_nm = 0.566
dipole_length_nm = 0.25
screening = 10.0
charge_fraction = (ge_rise / mean_gap) ** 2
area_density = 2 / (lattice_nm * 1e-9) ** 2
bare_step = (const.e * area_density * charge_fraction
             * dipole_length_nm * 1e-9 / const.epsilon_0)
screened_step = bare_step / screening
heating = 60.0
gap_slope = 4e-4
thermal_shift = heating * gap_slope

old_conduction = oxide_gap - ge_gap - scalar_offset
new_conduction = oxide_gap - ge_gap - new_offset

print(f"Input Ge spin-orbit splitting: {delta_ge:.2f} eV")
print(f"Input scalar valence offset (rough): {scalar_offset:.2f} eV")
print(f"Input oxide gap (rough): {oxide_gap:.2f} eV")
print(f"Input Ge gap (rough): {ge_gap:.2f} eV")
print(f"Ge coupling zeta: {zeta_ge:.3f} eV")
print(f"Quartet shift: {levels[-1]:+.3f} eV")
print(f"Doublet shift: {levels[0]:+.3f} eV")
print(f"Sum of six shifts: {abs(levels.sum()):.3f} eV")
print(f"Crystal-model rise at Gamma: {crystal_rise:.3f} eV")
print(f"Crystal-model conduction shift at L: {1000*l_shift:+.2f} meV")
print(f"Density change on doubling coupling: factor {density_ratio:.3f}")
print(f"Growth of valence offset: {new_offset-scalar_offset:.3f} eV")
print(f"Corrected valence offset: {new_offset:.2f} eV")
print(f"Conduction offset, uncorrected valence: {old_conduction:.2f} eV")
print(f"Conduction offset, corrected valence: {new_conduction:.2f} eV")
print(f"O 2p zeta, bare nucleus: {1000*zeta_bare:.2f} meV")
print(f"O 2p zeta, Hartree screened: {1000*zeta_screened:.2f} meV")
print(f"Basis shift of bare zeta: {1000*basis_shift:+.4f} meV")
print(f"Basis shift of screened zeta: {1000*screened_basis_shift:+.4f} meV")
print(f"Largest oxide rise, bare: {1000*zeta_bare/2:.2f} meV")
print(f"Largest oxide rise, screened: {1000*zeta_screened/2:.2f} meV")
print(f"Least offset growth, bare O: {ge_rise-zeta_bare/2:.4f} eV")
print(f"Least offset growth, screened O: {ge_rise-zeta_screened/2:.4f} eV")
print(f"Input tensile strain: {100*in_plane_strain:.2f} percent")
print(f"Input shear potential (rough): {shear_potential:.2f} eV")
print(f"Input elastic ratio C12/C11 (rough): {elastic_ratio:.2f}")
print(f"Strain energy parameter: {1000*strain_energy:.2f} meV")
print(f"Ge rise under tension: {tensile_rise:.4f} eV")
print(f"Ge rise under compression: {compressive_rise:.4f} eV")
print(f"Input level distance for mixing (rough): {mixing_distance:.1f} eV")
print(f"Second-order mixing estimate: {1000*mixing_shift:.2f} meV")
print(f"Input mean gap for dipole (rough): {mean_gap:.1f} eV")
print(f"Input lattice constant (rough): {lattice_nm:.3f} nm")
print(f"Input dipole length (rough): {dipole_length_nm:.2f} nm")
print(f"Input dielectric screening (rough): {screening:.0f}")
print(f"Charge fraction estimate: {charge_fraction:.2e}")
print(f"Interface step, unscreened estimate: {1000*bare_step:.1f} meV")
print(f"Interface step, screened estimate: {1000*screened_step:.1f} meV")
print(f"Input heating: {heating:.0f} K")
print(f"Input gap slope magnitude (rough): {1000*gap_slope:.1f} meV/K")
print(f"Gap change on heating, magnitude: {1000*thermal_shift:.0f} meV")
print("PASS")
```

Running it gives:

```
Input Ge spin-orbit splitting: 0.30 eV
Input scalar valence offset (rough): 3.00 eV
Input oxide gap (rough): 6.50 eV
Input Ge gap (rough): 0.70 eV
Ge coupling zeta: 0.200 eV
Quartet shift: +0.100 eV
Doublet shift: -0.200 eV
Sum of six shifts: 0.000 eV
Crystal-model rise at Gamma: 0.100 eV
Crystal-model conduction shift at L: -4.29 meV
Density change on doubling coupling: factor 3.999
Growth of valence offset: 0.100 eV
Corrected valence offset: 3.10 eV
Conduction offset, uncorrected valence: 2.80 eV
Conduction offset, corrected valence: 2.70 eV
O 2p zeta, bare nucleus: 26.58 meV
O 2p zeta, Hartree screened: 20.48 meV
Basis shift of bare zeta: -0.0077 meV
Basis shift of screened zeta: -0.0084 meV
Largest oxide rise, bare: 13.29 meV
Largest oxide rise, screened: 10.24 meV
Least offset growth, bare O: 0.0867 eV
Least offset growth, screened O: 0.0898 eV
Input tensile strain: 0.20 percent
Input shear potential (rough): -2.50 eV
Input elastic ratio C12/C11 (rough): 0.37
Strain energy parameter: 17.40 meV
Ge rise under tension: 0.0918 eV
Ge rise under compression: 0.1000 eV
Input level distance for mixing (rough): 10.0 eV
Second-order mixing estimate: 1.00 meV
Input mean gap for dipole (rough): 4.0 eV
Input lattice constant (rough): 0.566 nm
Input dipole length (rough): 0.25 nm
Input dielectric screening (rough): 10
Charge fraction estimate: 6.25e-04
Interface step, unscreened estimate: 17.7 meV
Interface step, screened estimate: 1.8 meV
Input heating: 60 K
Input gap slope magnitude (rough): 0.4 meV/K
Gap change on heating, magnitude: 24 meV
PASS
```
